\section*{Why Two-Dimensional Energy Loss Approaches Absorption at Small Wavevector}

\section*{Question}

An electron that loses energy in a semiconductor excites the same in-plane transitions as light polarized in the plane. In a bulk crystal, for a wavevector $q$ lying wholly in the plane, the strong loss peak nevertheless lies above the absorption peak, however small $q$ is. Why does this separation close in an isolated two-dimensional layer, and how small must $q$ be?

\section*{Mechanism: the field of the induced charge}

Absorption is set by the response to the total field in the material. Energy loss is the response to an external charge, and the material adds its own field to that of the probe. The two spectra differ through this feedback.

Take a layer that is isotropic in its plane, with fields varying as $e^{i(qx-\omega t)}$. Its polarization per area is
\begin{equation}
P=\varepsilon_0\chi(\omega)E ,
\end{equation}
where $E$ is the total macroscopic in-plane field, $\chi$ is a length, and $\operatorname{Im}\chi>0$ means absorption. The dependence of $\chi$ on $q$ is neglected. A polarization along $q$ creates the charge density $\rho=-\partial_xP=-iqP$. Its stripes of alternating sign are a distance $\pi/q$ apart.

In a bulk crystal these stripes are charged planes that fill space. Gauss's law, $iqE_{\rm ind}=\rho_3/\varepsilon_0$ with $\rho_3=-iqP_3$, gives $E_{\rm ind}=-P_3/\varepsilon_0$, where $P_3$ is the polarization per volume. The wavevector cancels: wider stripes carry less charge density, but more of it adds up.

In a sheet the stripes are lines of charge, and their field spreads into the vacuum. The potential of a bulk charge wave with wavevector components $q$ and $k$ is $\rho_3/[\varepsilon_0(q^2+k^2)]$. A sheet contains all $k$ equally, so in its own plane
\begin{equation}
\phi_{\rm ind}=\frac{\rho}{\varepsilon_0}\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\frac{1}{q^2+k^2}=\frac{\rho}{2\varepsilon_0q}.
\end{equation}
The induced field is then
\begin{equation}
E_{\rm ind}=-iq\phi_{\rm ind}=\frac{(-iq)(-iq)P}{2\varepsilon_0q}=-\frac{qP}{2\varepsilon_0}.
\label{field}
\end{equation}
It opposes the polarization and vanishes with $q$. A polarization perpendicular to $q$ creates no charge and has no such field.

This field can also be found dipole by dipole. In a square lattice of spacing $a$, the summed field for polarization along $q$, minus that for polarization across it, converges to 0.995 times Eq.~(\ref{field}) at $qa=0.05$ and 0.989 at $qa=0.10$; the deviation is a lattice correction proportional to $qa$. The real-space sum converges slowly: cut off smoothly at $400a$ it gives 0.987 for both, and halving that radius lowers the first ratio by 0.022.

\section*{Formula for the loss}

Let the probe supply a potential $\phi_{\rm ext}$ in the sheet. With $E=-iq\phi$, the induced charge is $\rho=-iqP=-\varepsilon_0q^2\chi\phi$. Hence
\begin{equation}
\phi=\phi_{\rm ext}+\frac{\rho}{2\varepsilon_0q}
=\phi_{\rm ext}-\frac{q\chi}{2}\phi ,
\qquad
\varepsilon\equiv\frac{\phi_{\rm ext}}{\phi}=1+\frac{q\chi}{2}.
\end{equation}
The imaginary part of $-1/\varepsilon=-\varepsilon^*/|\varepsilon|^2$ is $\operatorname{Im}\varepsilon/|\varepsilon|^2$, so
\begin{equation}
\operatorname{Im}\!\left(-\frac1\varepsilon\right)
=\frac q2\,\frac{\operatorname{Im}\chi}{|1+q\chi/2|^2}.
\label{loss}
\end{equation}
This is the absorbed power in another form. The mean heat per area is $\tfrac12\omega\varepsilon_0\operatorname{Im}\chi\,|E|^2$. Inserting $|E|^2=q^2|\phi_{\rm ext}|^2/|\varepsilon|^2$ and Eq.~(\ref{loss}) gives $\omega\varepsilon_0q\operatorname{Im}(-1/\varepsilon)|\phi_{\rm ext}|^2$.

The loss function itself vanishes as $q\to0$. What approaches absorption is its shape, or the loss divided by $q/2$. Let $x=\tfrac12q\max|\chi|<1$, with the maximum taken over the spectral range considered. Since $1-x\le|1+q\chi/2|\le1+x$, the ratio of the divided loss to $\operatorname{Im}\chi$ lies between $(1+x)^{-2}$ and $(1-x)^{-2}$. The upper limit is the farther from one, so the relative deviation is at most $(1-x)^{-2}-1$. This argument needs no particular line shape, but it does need a finite $\max|\chi|$, which for a discrete resonance requires damping.

For a bulk stack of period $L$ with the same $\chi$ per layer and $q$ in the plane, $P_3=\varepsilon_0(\chi/L)E$. The induced field $-P_3/\varepsilon_0=-(\chi/L)E$ gives
\begin{equation}
E_{\rm ext}=E-E_{\rm ind}=\left(1+\frac{\chi}{L}\right)E,
\qquad \varepsilon_{\rm bulk}=1+\frac{\chi}{L}.
\end{equation}
No small parameter appears as $q\to0$, and the feedback stays.

\section*{One resonance: shift against width}

Take a resonance on a constant background,
\begin{equation}
\chi=\chi_b+\frac FD,\qquad D=\omega_0^2-\omega^2-i\gamma\omega .
\end{equation}
Define $\varepsilon_b=1+q\chi_b/2$ and $\Delta=qF/(2\varepsilon_b)$. Then $\varepsilon=\varepsilon_b(1+\Delta/D)$, and
\begin{equation}
\frac1\varepsilon=\frac1{\varepsilon_b}\frac{D}{D+\Delta}
=\frac1{\varepsilon_b}\left(1-\frac{\Delta}{D+\Delta}\right).
\end{equation}
The first term is real, so
\begin{equation}
\operatorname{Im}\!\left(-\frac1\varepsilon\right)=
\frac{qF}{2\varepsilon_b^2}\operatorname{Im}\frac{1}{\omega_q^2-\omega^2-i\gamma\omega},
\qquad
\omega_q^2=\omega_0^2+\frac{qF}{2\varepsilon_b}.
\label{pole}
\end{equation}
The induced field acts as an added restoring force. Multiplied by $\omega$, to give absorbed energy, the line has the shape
\begin{equation}
\frac{\gamma\omega^2}{(\omega_q^2-\omega^2)^2+\gamma^2\omega^2}
=\frac{\gamma}{(\omega_q^2/\omega-\omega)^2+\gamma^2}.
\end{equation}
It peaks at $\omega_q$. Half height requires $\omega_q^2/\omega-\omega=\pm\gamma$, whose positive roots $\sqrt{\omega_q^2+\gamma^2/4}\mp\gamma/2$ differ by $\gamma$. The absorption $\omega\operatorname{Im}\chi$ has the same form with $\omega_0$ in place of $\omega_q$. In this model the loss line is therefore shifted, not broadened, by
\begin{equation}
\delta=\omega_q-\omega_0\simeq\frac{qF}{4\omega_0}\qquad(q\to0).
\end{equation}

Whether the spectra look alike depends on $\delta/\gamma$. Scale both to unit area and define their distance as half the integral of their absolute difference: 0 for identical spectra, 1 for spectra without overlap. Near resonance both are Lorentzians of full width $\gamma$, crossing midway. Above the crossing the upper line has the area $\tfrac12+\tfrac1\pi\arctan(\delta/\gamma)$ and the lower line $\tfrac12-\tfrac1\pi\arctan(\delta/\gamma)$. The distance is the difference,
\begin{equation}
d\simeq\frac2\pi\arctan\frac{\delta}{\gamma}.
\label{distance}
\end{equation}
The order of limits matters. At fixed $\gamma$, $d\to0$ as $q\to0$. At fixed $q$, $d\to1$ as $\gamma\to0$, although the peaks are still only $\delta$ apart.

The same algebra for the bulk, with $1+\chi_b/L$ as background and $F/L$ as strength, gives
\begin{equation}
\omega_L^2=\omega_0^2+\frac{F/L}{1+\chi_b/L}=\omega_0^2+\frac{F}{L+\chi_b}.
\label{bulk}
\end{equation}

\section*{From one layer to a crystal}

At a distance $z$ the potential of a charged sheet is weaker by $e^{-q|z|}$. If all layers of an infinite stack move alike, the factor $q/2$ becomes, with $r=e^{-qL}$,
\begin{equation}
\frac q2\left(1+2\sum_{n=1}^{\infty}r^n\right)=\frac q2\,\frac{1+r}{1-r}
=\frac q2\coth\frac{qL}2\;\longrightarrow\;\frac1L .
\end{equation}
About $1/(qL)$ layers on either side contribute, and this growing number cancels the factor $q$. A stack of $N$ layers with $qNL\ll1$ has instead the factor $Nq/2$. It too approaches absorption in the electrostatic limit, but at a smaller $q$. Thickness small compared with $1/q$ justifies this factor but does not by itself make the spectra agree: agreement is assured when the feedback $\tfrac12Nq\max|\chi|$ is also small compared with one. That condition is sufficient, not necessary: the added term in Eq.~(\ref{pole}) never exceeds $F/\chi_b$, so a weak resonance on a large background keeps its shape even at large feedback.

\section*{Numbers}

Frequencies are now given as energies. Take $\omega_0=6$ eV, $\gamma=0.3$ eV, $F=18$ nm\,eV$^2$, $\chi_b=0.8$ nm and $L=0.333$ nm. At $q=0.1$ nm$^{-1}$, $\varepsilon_b=1+0.1\times0.8/2=1.04$, and
\begin{equation}
\omega_q=\sqrt{36+\frac{0.1\times18}{2\times1.04}}\ {\rm eV}=6.072\ {\rm eV}.
\end{equation}
The shift is 0.072 eV, about a quarter of the width, and the distance is $d=0.15$. Other wavevectors give:

\begin{center}
\begin{tabular}{cccc}
$q$ (nm$^{-1}$) & $\delta$ (eV) & $d$ & $q|\chi(\omega_0)|/2$\\
0.05 & 0.037 & 0.08 & 0.25\\
0.1 & 0.072 & 0.15 & 0.50\\
0.2 & 0.137 & 0.27 & 1.00\\
0.5 & 0.305 & 0.50 & 2.51
\end{tabular}
\end{center}

Shift and width are equal at $q=0.49$ nm$^{-1}$. With $\gamma=0.003$ eV and $q$ held at 0.1 nm$^{-1}$, $d$ rises to 0.97.

For the bulk, Eq.~(\ref{bulk}) gives $\sqrt{36+18/1.133}=7.20$ eV, a separation of 1.20 eV. At $q=0.1$ nm$^{-1}$, with the same external potential in every layer, the main loss peak lies at 6.19 eV for 3 layers, 6.48 eV for 10, 6.82 eV for 30 and 7.20 eV for 1000. Half of the bulk separation is passed between 10 and 30 layers, where $qNL$ rises from 0.33 to 1.00.

\section*{Where the small-$q$ limit stops}

Equation~(\ref{loss}) neglects retardation. With it, the fields outside the sheet decay as $e^{-\kappa|z|}$, where $\kappa^2=q^2-\omega^2/c^2$. Above the sheet, zero divergence requires $iqE_x=\kappa E_z$. The surface charge fixes the jump $2\varepsilon_0E_z=-iqP$. Eliminating $E_z$ gives $E_x=-\kappa P/(2\varepsilon_0)$, so the feedback is $\kappa\chi/2$ instead of $q\chi/2$. At 6 eV, $\omega/c=0.030$ nm$^{-1}$. The shift falls from 0.037 to 0.029 eV at $q=0.05$ nm$^{-1}$, and from 0.072 to 0.068 eV at 0.1 nm$^{-1}$. Retardation thus brings loss closer to absorption here.

For light at normal incidence $q=0$ and $\kappa=-i\omega/c$. The field in the sheet is the incident field divided by $1-i\omega\chi/2c$. Dividing the heat by the incident intensity $\tfrac12\varepsilon_0c|E_0|^2$ gives the absorptance
\begin{equation}
A=\frac{\omega}{c}\,\frac{\operatorname{Im}\chi}{|1-i\omega\chi/2c|^2}.
\end{equation}
For the resonant part alone, $\chi=F/D$, the product $D(1-i\omega\chi/2c)=D-i\omega F/2c$ shows that $\gamma$ grows by $F/2c$, here 0.046 eV. The computed absorptance, background included, peaks at 6.00 eV with height 0.23 and width 0.346 eV. The loss approaches $\operatorname{Im}\chi$; the measured absorptance of so strong an absorber is somewhat broader.

An electron crossing at normal incidence with speed $v$ supplies a potential proportional to $e^{-qv|t|}/(2q)$ in the sheet. Its time Fourier transform is $v/(q^2v^2+\omega^2)$, proportional to $1/(q^2+\omega^2/v^2)$. The counts are heat divided by $\hbar\omega$, so they vary as $q\operatorname{Im}(-1/\varepsilon)/(q^2+\omega^2/v^2)^2$. At 60 keV and $q=0.1$ nm$^{-1}$ this weighting moves the peak from 6.072 to 6.067 eV. Giving the layer its thickness of 0.333 nm and an assumed out-of-plane permittivity $2.5+0.2i$ moves it by a further 0.001 eV.

\section*{The real case}

The parameters are rough values in the regime of monolayer hexagonal boron nitride, which absorbs strongly near 6 eV. The width of 0.3 eV is large for an exciton in a clean layer. For 0.03 eV, the estimate $q=4\omega_0\gamma/F$ puts equality of shift and width at 0.04 nm$^{-1}$ (0.05 nm$^{-1}$ with retardation), not far above $\omega/c$; little room would then remain for matching line shapes in the electrostatic range. The bulk value of 7.20 eV is not a prediction for the crystal, because stacking also changes bands and excitons, which the fixed $\chi$ leaves out. It also requires a wavevector wholly in the plane. An electron crossing along the stacking axis adds the component $\omega/v$, and the electrostatic bulk loss becomes $\operatorname{Im}[-1/(\varepsilon_{\rm bulk}q^2+\varepsilon_z\omega^2/v^2)]$. At 60 keV and $\varepsilon_z=2.5$ it peaks at 6.85 eV for $q=0.1$ nm$^{-1}$ (6.77 eV with retardation) and at 6.12 eV for 0.02 nm$^{-1}$, so in this geometry the bulk peak also moves toward absorption once $q$ falls below $\omega/v$. The same phase across the layers lowers the 1000-layer peak from 7.20 to 7.03 eV. Experiments also depart from a single small $q$: at 60 keV, 0.1 nm$^{-1}$ corresponds to only 0.077 mrad. Collecting all wavevectors up to 0.1, 0.3 and 1 nm$^{-1}$ puts the electrostatic model's count peak at 6.05, 6.11 and 6.15 eV; retardation lowers these values by between 0.006 and 0.011 eV. For a suspended layer with these parameters, a comparison with absorption therefore calls for a small collection angle. The numerical output gives the remaining values.

\section*{Computed values}
\begin{verbatim}
resonance 6.0 eV, width 0.3 eV, strength 18.0 nm eV^2
background chi 0.8 nm, layer period and thickness 0.333 nm
pi-electron sum-rule strength 50.9 nm eV^2 (cell 0.25 nm), used fraction 0.35
|chi| at resonance 10.03 nm
dipole lattice sum / continuum: 0.9871 (qa=0.05), 0.9873 (0.10)
  change when cutoff radius is halved (qa=0.05): -0.0221
exciton+continuum q=0.02 1/nm: x=0.1022, max deviation 0.1186, bound 0.2408
exciton+continuum q=0.01 1/nm: x=0.0511, max deviation 0.0615, bound 0.1107
sheet, energy-weighted loss:
  q=0.05 1/nm: peak 6.0367 eV, shift 0.0367 eV, shape distance 0.077, q|chi|/2 0.251
  q=0.1 1/nm: peak 6.0717 eV, shift 0.0717 eV, shape distance 0.149, q|chi|/2 0.502
  q=0.2 1/nm: peak 6.1373 eV, shift 0.1373 eV, shape distance 0.274, q|chi|/2 1.003
  q=0.5 1/nm: peak 6.3048 eV, shift 0.3048 eV, shape distance 0.505, q|chi|/2 2.508
q where shift equals width: 0.490 1/nm
shape distance at q=0.1 1/nm with width 0.003 eV: 0.973
bulk absorption peak 6.000 eV, bulk loss peak 7.203 eV, separation 1.203 eV
stack of N layers at q=0.1 1/nm, main loss peak:
  N=1: 6.072 eV, q*N*L=0.03
  N=3: 6.193 eV, q*N*L=0.10
  N=10: 6.477 eV, q*N*L=0.33
  N=30: 6.825 eV, q*N*L=1.00
  N=100: 7.092 eV, q*N*L=3.33
  N=1000: 7.195 eV, q*N*L=33.30
10 layers at q=0.001 1/nm (electrostatic limit): 6.0075 eV
beam 60.0 keV: v/c 0.4462, wavevector 1291 1/nm
angle for q=0.1 1/nm: 0.0774 mrad
at resonance: E/(hbar c) 0.0304 1/nm, E/(hbar v) 0.0681 1/nm
retarded sheet peak: 6.0292 eV (q=0.05 1/nm), 6.0684 eV (q=0.1 1/nm)
optical absorptance: peak 6.0004 eV, height 0.229, width 0.3456 eV
radiative width F/(2 hbar c): 0.0456 eV
electron counts at q=0.1 1/nm: sheet peak 6.0674 eV
  slab with out-of-plane permittivity 2.5+0.2i: peak 6.0665 eV, height ratio 1.0018
exciton kinetic energy at q=0.1 1/nm, mass 1.0 m_e: 0.381 meV
all q up to 0.1 1/nm collected: counts peak 6.0453 eV
all q up to 0.3 1/nm collected: counts peak 6.1059 eV
all q up to 1.0 1/nm collected: counts peak 6.1537 eV
loss probability per electron, q up to 1 1/nm, 3-12 eV: 8.75e-04
\end{verbatim}
